# Linear-to-quadratic crossover of flexural waves in a stretched sheet

## Problem

A free-standing crystalline sheet, one layer thick, is elastically isotropic in its plane. Its two-dimensional elastic constants satisfy $C_{11}+C_{12}=163$ N/m, and its bending rigidity is $\kappa=1.6\times10^{-18}$ J. The lattice is stretched by 0.1 percent along both in-plane axes, so the strain is $e=0.001$ in every in-plane direction.

(a) Find the tension $\sigma$, the force per unit length of edge.

(b) Derive the relation between frequency $\omega$ and wavevector $q$ for waves that move the sheet out of its plane.

(c) Find the wavevector $q_x$ at which this relation changes from linear to quadratic.

(d) How sharp is the change, and what is the frequency there if the sheet has the mass and lattice spacing of monolayer MoS$_2$, roughly 160 atomic mass units per cell and 0.316 nm?

The slopes of the sheet are small, the waves are long compared with the lattice spacing, and nothing touches the sheet between its supports. In the algebra $\hbar=k_B=1$, as in atomic units with temperature measured as an energy.

## Hints

1. Stretching along $y$ also changes the force along $x$. Write the elastic energy for two independent strains before setting them equal.
2. A tilted line element is longer than its projection. Expand its length to second order in the slope.
3. Tension resists slope and rigidity resists curvature. Count the derivatives in each energy to see which power of $q$ it produces.
4. The two powers of $q$ have no sharp boundary between them. Define the crossover by the equality of two terms, then examine the local exponent $d\ln\omega/d\ln q$.
5. Ask whether the mass can affect the place where two restoring forces are equal.

## Solution

### (a) Tension

For an isotropic sheet the stretching energy per unit area is

$$W=\tfrac12C_{11}(\epsilon_{xx}^2+\epsilon_{yy}^2)+C_{12}\,\epsilon_{xx}\epsilon_{yy}+(C_{11}-C_{12})\,\epsilon_{xy}^2 .$$

The force per length along $x$ is the derivative of $W$ with respect to the strain along $x$:

$$\sigma_{xx}=\frac{\partial W}{\partial\epsilon_{xx}}=C_{11}\epsilon_{xx}+C_{12}\epsilon_{yy}.$$

With $\epsilon_{xx}=\epsilon_{yy}=e$ this becomes

$$\sigma=(C_{11}+C_{12})\,e=163\times0.001=0.163\ \text{N/m}.$$

The same value acts along $y$, and the shear stress is zero, so the tension is the same in every in-plane direction. The difference between stretched and unstretched area is a relative correction of order $e$ and is dropped.

### (b) Dispersion relation

Let a point of the stretched sheet move by $(u_x,u_y)$ in the plane and by $h(x,y)$ out of it. A line element $dx$ acquires the length

$$dx\sqrt{(1+\partial_xu_x)^2+(\partial_xh)^2+(\partial_xu_y)^2}\simeq dx\left[1+\partial_xu_x+\tfrac12(\partial_xh)^2\right].$$

At second order the dropped terms are quadratic in $u$; multiplied by the tension, they affect in-plane waves but not $h$. Dropped terms that contain $h$, such as $uh^2$ and $h^4$, are of third order or higher. Hence $\epsilon_{xx}=e+a$ and $\epsilon_{yy}=e+b$, where

$$a=\partial_xu_x+\tfrac12(\partial_xh)^2,\qquad b=\partial_yu_y+\tfrac12(\partial_yh)^2 .$$

Insert these into $W$. The terms linear in $a$ and $b$ are $C_{11}e(a+b)+C_{12}e(a+b)$, so

$$W=(C_{11}+C_{12})e^2+\sigma(a+b)+(\text{terms quadratic in }a,\ b,\ \epsilon_{xy}).$$

The part $\sigma(\partial_xu_x+\partial_yu_y)$ integrates to a boundary term, which vanishes when the edges are held. What remains of $\sigma(a+b)$ is $\tfrac12\sigma|\nabla h|^2$. The final bracket contains $u^2$, $uh^2$ and $h^4$. The sheet is taken to be symmetric under reflection in its plane, as monolayer MoS$_2$ is; a sheet with unequal faces can have a term coupling in-plane strain to curvature, which is excluded here. A product $uh$ then cannot occur, because the reflection changes the sign of $h$ and leaves the energy unchanged. To second order, the out-of-plane motion is therefore independent of the in-plane motion.

Bending adds $\tfrac12\kappa(\nabla^2h)^2$. A second bending term, proportional to $h_{xx}h_{yy}-h_{xy}^2$, is also allowed by symmetry. It equals $\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy})$, so for uniform rigidity it affects conditions at the edge but not the wave equation inside.

With $\rho$ the mass per area, the Lagrangian density is

$$\mathcal L=\tfrac12\rho\,\dot h^2-\tfrac12\sigma|\nabla h|^2-\tfrac12\kappa(\nabla^2h)^2 .$$

Vary $h$ by $\delta h$, which vanishes at the ends of the time interval and near the edges. One integration by parts turns the variation of the tension energy into $-\sigma\int\nabla^2h\,\delta h$. Two integrations turn that of the bending energy into $+\kappa\int\nabla^4h\,\delta h$. The action is stationary if

$$\rho\,\ddot h=\sigma\nabla^2h-\kappa\nabla^4h .$$

For $h\propto\cos(\mathbf q\cdot\mathbf r-\omega t)$, $\ddot h=-\omega^2h$, $\nabla^2h=-q^2h$ and $\nabla^4h=q^4h$. Therefore

$$\boxed{\rho\,\omega^2=\sigma q^2+\kappa q^4 .}$$

### (c) Crossover wavevector

At small $q$ the tension term dominates and $\omega\simeq q\sqrt{\sigma/\rho}$, as on a drumhead. At large $q$ bending dominates and $\omega\simeq q^2\sqrt{\kappa/\rho}$. The two terms are equal when $\sigma q^2=\kappa q^4$. Dividing by $\kappa q^2$ gives

$$q_x=\sqrt{\frac{\sigma}{\kappa}}=\sqrt{\frac{(C_{11}+C_{12})\,e}{\kappa}} .$$

Equating the two limiting laws for $\omega$ gives the same point. The mass has cancelled, since both restoring forces act on the same inertia. Numerically,

$$\frac{\sigma}{\kappa}=\frac{0.163}{1.6\times10^{-18}}\ \text{m}^{-2}=0.1019\ \text{nm}^{-2},\qquad q_x=0.319\ \text{nm}^{-1}=0.0319\ \text{Å}^{-1}.$$

The corresponding wavelength is $2\pi/q_x=19.7$ nm. Longer waves are governed mainly by tension and shorter ones mainly by rigidity.

Because $q_x\propto\sqrt e$, the linear region shrinks to nothing as the strain is removed. If the sheet is compressed, $\sigma<0$ and

$$\rho\omega^2=q^2(\kappa q^2-|\sigma|),$$

which is negative for $q<\sqrt{|\sigma|/\kappa}$. Such waves grow instead of oscillating: the sheet buckles. Consider a strip hinged along two parallel edges a distance $L$ apart, with $h$ uniform along them. The lowest wavevector is $\pi/L$, so it buckles once $|\sigma|>\kappa(\pi/L)^2$. For $L=1$ micrometre, $\pi/L=0.00314$ nm$^{-1}$. The compressive strain needed is smaller than the present tensile strain by the factor $(0.00314/0.319)^2\simeq10^{-4}$, so it is about $10^{-7}$. This limit neglects thermal motion and is a zero-temperature result. At 300 K the neglect is severe. For an unstressed sheet the formula of Variation 2 gives $\delta\kappa/\kappa=3YT/(16\pi\kappa^2q^2)$, about 1200 at $q=\pi/L$, so the leading correction fails altogether. The slack stored in ripples, several times $10^{-4}$ in strain, is thousands of times this threshold.

### (d) Width of the crossover and frequency

Take the logarithm of the dispersion relation and differentiate with respect to $\ln q$:

$$\frac{d\ln\omega}{d\ln q}=\frac12\,\frac{2\sigma q^2+4\kappa q^4}{\sigma q^2+\kappa q^4}=\frac{1+2x^2}{1+x^2}=1+\frac{x^2}{1+x^2},\qquad x=\frac q{q_x}.$$

The second form follows on dividing numerator and denominator by $\sigma q^2$ and using $\kappa q^2/\sigma=x^2$. The exponent is 1.1 at $q_x/3$, 1.5 at $q_x$ and 1.9 at $3q_x$. The change thus occupies about a factor of nine in wavevector, and $q_x$ marks its middle on a logarithmic scale.

For the frequency, the area of a triangular-lattice cell with spacing $a$ is $\sqrt3a^2/2$. The stated cell mass then gives $\rho=3.07\times10^{-6}$ kg/m$^2$. The long-wave speed is

$$c=\sqrt{\sigma/\rho}=230\ \text{m/s}.$$

At $q_x$ the two terms are equal, so $\rho\omega_x^2=2\sigma q_x^2$ and $\omega_x=\sqrt2\,c\,q_x$. Hence

$$\frac{\omega_x}{2\pi}=\frac{\sqrt2\times230\times3.19\times10^8}{2\pi}\ \text{Hz}\simeq16.5\ \text{GHz}.$$

The phonon energy, with $\hbar$ restored, is 0.068 meV. At 300 K the thermal energy is 25.85 meV, so these modes are highly excited and behave classically.

### A test on a lattice

The continuum result was tested on a triangular lattice with spacing 0.316 nm, joined by central springs and given a discrete curvature energy of rigidity $\kappa$. The springs were scaled so that $C_{11}+C_{12}$, found from energy differences, was 163 N/m. With the lattice stretched by 0.1 percent, the derivative of its energy gave a tension of 0.163 N/m. Frequencies of waves along a bond direction were then computed from the bond lengths in three dimensions and the curvature energy, with the mass per stretched area set equal to $\rho$. Their exponent passed through 3/2 at 0.3197 nm$^{-1}$, against 0.3192 nm$^{-1}$ from the formula. For wavelengths of at least 30 lattice spacings, frequencies differed from the formula by at most 0.26 percent of the formula's value. With exactly 160 mass units per cell the largest difference is 0.16 percent instead; such changes are of order $e$. The small parameter of the long-wave approximation is $(q_xa)^2=0.01$ at the crossover. At $3q_x$ it is 0.09, and the lattice exponent there is 1.89.

### The model beside a real sheet

The given elastic data lie in the regime of monolayer MoS$_2$; they are rough typical values, not a measurement on one sample. The result needs a suspended sheet. A rigid substrate that holds the sheet by a spring constant $K$ per area adds $\tfrac12Kh^2$ to the energy, so

$$\rho\omega^2=K+\sigma q^2+\kappa q^4 .$$

For a rough value $K=5\times10^{19}$ N/m$^3$, $K$ is about 1500 times the free-sheet term $2\sigma q_x^2$. The frequency then tends to a constant as $q\to0$, with a gap $\sqrt{K/\rho}$ of about 2.7 meV, and the linear region is absent. If the elastic constants of a suspended sheet are known, the uncertainty of $q_x$ comes from the strain and the rigidity. For small errors,

$$\frac{\delta q_x}{q_x}=\frac12\left(\frac{\delta e}{e}-\frac{\delta\kappa}{\kappa}\right),$$

so a 10 percent error in either one moves $q_x$ by 5 percent. The two variations estimate how thermal ripples alter each. The elastic constants are taken as independent of strain throughout. The sheet is also taken to have no thickness. In a real S–Mo–S layer, rotary inertia and shear between the sulfur planes roughly lower the exponent at $3q_x$ to 1.88 and raise the wavevector at which it equals 3/2 by about half a percent.

## Variation 1: the grips are measured, not the lattice

**Question.** At 300 K the lattice strain is initially 0.01 percent. The grips then increase the projected size of the sheet by 0.09 percent along both axes. Is the final lattice strain 0.1 percent?

**Solution.** Part of the grip motion flattens thermal ripples instead of stretching bonds. Let $p$ be the projected strain, measured from the flat, unstressed lattice. The mean lattice strain is

$$s=p+\tfrac12\langle(\partial_xh)^2\rangle=p+\tfrac14\langle|\nabla h|^2\rangle,$$

since the two slope components have equal mean squares. The tension is $\sigma=(C_{11}+C_{12})s$.

In a sheet of area $A$, write $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The energy is $\tfrac12A\sum_{\mathbf q}(\sigma q^2+\kappa q^4)|h_{\mathbf q}|^2$. Classical equipartition assigns $T/2$ to each term on average, hence

$$\langle|h_{\mathbf q}|^2\rangle=\frac{T}{A(\sigma q^2+\kappa q^4)} .$$

Multiply by $q^2$ and replace the sum by $A\int d^2q/(2\pi)^2=A\int q\,dq/(2\pi)$:

$$\langle|\nabla h|^2\rangle=\frac{T}{2\pi}\int_0^Q\frac{q\,dq}{\sigma+\kappa q^2}=\frac{T}{4\pi\kappa}\ln\left(1+\frac{\kappa Q^2}{\sigma}\right).$$

The cutoff $Q$ is set by the lattice. In the difference between tensions $\sigma_1$ and $\sigma_2$ it drops out when $\kappa Q^2$ is much larger than both. The projected strain released by flattening is one quarter of that difference:

$$\Delta=\frac{T}{16\pi\kappa}\ln\frac{\sigma_2}{\sigma_1}.$$

For a tenfold rise of tension at 300 K, $\Delta=0.0119$ percent strain. Replacing the classical occupations by quantum ones gives the same value to the digits shown. Since $\ln10=2.303$, the prefactor is $0.0119/2.303=0.0052$ percent.

The grips supply both bond stretching and flattening. With $s$ the final lattice strain in percent,

$$(s-0.01)+0.0052\ln\frac{s}{0.01}=0.09 .$$

The numerical solution, found with the unrounded prefactor, is $s=0.0888$. The lattice strain therefore falls short of 0.1 percent, and

$$q_x=0.319\sqrt{\frac{0.0888}{0.1}}=0.301\ \text{nm}^{-1}.$$

This is 5.8 percent below the value for a lattice strain of 0.1 percent. The calculation treats the ripples as independent harmonic modes, an assumption examined next.

## Variation 2: ripples stiffen the sheet

**Question.** Hold the mean lattice strain at 0.1 percent and the temperature at 300 K. By how much do thermal ripples raise the effective rigidity at $q_x$, to leading order? Take $C_{11}=130$ N/m and $C_{12}=33$ N/m, again rough values.

**Solution.** A wave $\mathbf q$ passing over a ripple $\mathbf p$ produces an in-plane strain through the cross term in $\tfrac12\partial_ih\,\partial_jh$. This strain has wavevector $\mathbf k=\mathbf q+\mathbf p$. Let $\mathbf n$ be the unit vector along $\mathbf k$ and $\mathbf t$ the one perpendicular to it. In-plane displacements with wavevector $\mathbf k$ can adjust the strain components $\epsilon_{nn}$ and $\epsilon_{nt}$, but not $\epsilon_{tt}$. The energy is least for $\epsilon_{nt}=0$ and $C_{11}\epsilon_{nn}+C_{12}\epsilon_{tt}=0$. Substituting $\epsilon_{nn}=-(C_{12}/C_{11})\epsilon_{tt}$ leaves

$$W_{\min}=\tfrac12\left(C_{11}+\frac{C_{12}^2}{C_{11}}-\frac{2C_{12}^2}{C_{11}}\right)\epsilon_{tt}^2=\tfrac12Y\epsilon_{tt}^2,\qquad Y=C_{11}-\frac{C_{12}^2}{C_{11}}=121.6\ \text{N/m}.$$

The cross term gives $|\epsilon_{tt}|=|(\mathbf q\cdot\mathbf t)(\mathbf p\cdot\mathbf t)\,h_{\mathbf q}h_{\mathbf p}|$. Because $\mathbf k\cdot\mathbf t=0$, $\mathbf p\cdot\mathbf t=-\mathbf q\cdot\mathbf t$. Also $|\mathbf q\cdot\mathbf t|=|\mathbf q\times\mathbf k|/k=|\mathbf q\times\mathbf p|/|\mathbf q+\mathbf p|$. The cost is thus

$$\tfrac12Y\,\frac{|\mathbf q\times\mathbf p|^4}{|\mathbf q+\mathbf p|^4}\,|h_{\mathbf p}|^2|h_{\mathbf q}|^2 .$$

Average over independent ripples, using $\langle|h_{\mathbf p}|^2\rangle$ from Variation 1, and compare with an added bending energy $\tfrac12\delta\kappa\,q^4|h_{\mathbf q}|^2$:

$$\delta\kappa\,q^4=YT\int\frac{d^2p}{(2\pi)^2}\,\frac{|\mathbf q\times\mathbf p|^4}{|\mathbf q+\mathbf p|^4}\,\frac1{\sigma p^2+\kappa p^4}.$$

Set $q=q_x$ and $\mathbf p=q_x\mathbf P$, and let $\hat{\mathbf q}$ be the unit vector along $\mathbf q$. Since $\sigma=\kappa q_x^2$, the last denominator is $\kappa q_x^4(P^2+P^4)$, and

$$\frac{\delta\kappa}{\kappa}=\frac{YT}{\kappa^2q_x^2}\,J,\qquad J=\int\frac{d^2P}{(2\pi)^2}\,\frac{|\hat{\mathbf q}\times\mathbf P|^4}{|\hat{\mathbf q}+\mathbf P|^4}\,\frac1{P^2+P^4}=0.0298 .$$

The rigidity rises by 5.8 percent. At fixed tension the wavevector at which the two terms are equal moves to about $0.319/\sqrt{1.058}=0.310$ nm$^{-1}$, a decrease of 2.8 percent. This treats the ripples as a static background and uses the rigidity increase evaluated at the original $q_x$. Because the effective rigidity now depends on $q$, the local exponent at the point of equal terms is $\tfrac32+\tfrac14\,d\ln\kappa/d\ln q$. Here $\delta\kappa$ falls as $q$ grows, so this exponent is about 1.48. The point where the exponent equals 3/2 does not move down at all: it rises by about 0.7 percent, to 0.321 nm$^{-1}$.

The formula also shows where the estimate fails. At each sheet's own crossover $J$ is the same number, while $q_x^2\propto e$, so $\delta\kappa/\kappa\propto1/e$ at fixed temperature. At the initial strain of Variation 1, ten times smaller, the leading correction would be about 58 percent. That is no longer small, so the harmonic treatment is doubtful at the slack end of that stretch, and its 5.8 percent shift of $q_x$ is a harmonic result. Repeating Variation 1 with the leading-order, $q$-dependent rigidity in $\langle|h_{\mathbf q}|^2\rangle$ lowers the released slack from 0.0119 to about 0.010 percent and the shift caused by the lost strain to about 4.7 percent. That estimate is itself approximate, since the correction is not small. The equality of the two figures of 5.8 percent is a coincidence of the chosen numbers: one is a shift of wavevector, the other a rise of rigidity.

The principal computed values are in the numerical output below.

## Numbers as computed

```
C11 + C12: 163 N/m
Bending rigidity: 1.6e-18 J
Biaxial lattice strain: 0.1 percent
Tension: 0.163 N/m
Ratio tension/rigidity: 0.1019 1/nm^2
Crossover wavevector: 0.3192 1/nm
Crossover wavevector, converted: 0.03192 1/angstrom
Crossover wavelength: 19.69 nm
Local exponent at one third of crossover: 1.1
Local exponent at crossover: 1.5
Local exponent at three times crossover: 1.9
Crossover from spring lattice: 0.3197 1/nm
Spring-lattice tension: 0.163 N/m
Largest lattice frequency deviation: 0.26 percent
Rough cell mass: 160 u
Rough lattice spacing: 0.316 nm
Areal mass density: 3.072e-06 kg/m^2
Long-wave speed: 230.3 m/s
Frequency at crossover: 16.55 GHz
Phonon energy at crossover: 0.06843 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Starting lattice strain for grip test: 0.01 percent
Projected strain increase at grips: 0.09 percent
Ripple slack released up to nominal tension: 0.0119 percent strain
Same slack with quantum occupations: 0.0119 percent strain
Final lattice strain in grip test: 0.0888 percent
Crossover in grip test: 0.301 1/nm
Crossover change in grip test: -5.8 percent
Rough C11: 130 N/m
Rough C12: 33 N/m
Two-dimensional Young modulus: 121.6 N/m
Dimensionless ripple integral: 0.0298
Leading thermal rise of rigidity: 5.8 percent
Crossover with thermal stiffening: 0.31 1/nm
Crossover change from stiffening: -2.8 percent
Lattice parameter squared, (q_x a)^2: 0.01
Suspended span: 1 micrometre
Lowest wavevector pi/span: 0.00314 1/nm
Rough substrate spring: 5e+19 N/m^3
Substrate spring/free-sheet restoring term: 1.5e+03
Substrate gap energy: 2.7 meV
```
